\section*{Scaled ZORA Gives the Dirac Eigenvalues of Hydrogen-Like Ions}

\section{The lowest state in closed form}

Take one electron in the field of a point nucleus, $V(r)=-Z/r$, in Hartree atomic units, with $0<Z<c$. Energies are measured from the rest energy, so the free positive continuum starts at zero and the negative one at $-2c^2$. The zeroth-order regular approximation (ZORA) is the two-component equation
\begin{equation}
\left[V+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\right]\varphi=E_Z\varphi .
\label{zora}
\end{equation}
Scaled ZORA divides its eigenvalue by
\begin{equation}
N=1+M,\qquad
M=\frac{\langle\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi|\,c^2(2c^2-V)^{-2}\,|\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi\rangle}{\langle\varphi|\varphi\rangle}.
\label{N}
\end{equation}

Define a lower component $\chi=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi/(2c^2-V)$. Then $M=\langle\chi|\chi\rangle/\langle\varphi|\varphi\rangle$. Write $\varphi=(G/r)\Omega_{\kappa}$ and $\chi=i(F/r)\Omega_{-\kappa}$, where $\Omega_\kappa$ are the spinor spherical harmonics. Since
\begin{equation}
\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{G}{r}\Omega_\kappa
=\frac{i}{r}\left(G'+\frac{\kappa}{r}G\right)\Omega_{-\kappa},
\label{sp}
\end{equation}
equation \eqref{zora} becomes the pair
\begin{align}
\left(2c^2+\frac Zr\right)F&=c\left(G'+\frac{\kappa}{r}G\right),\label{r1}\\
-\frac Zr\,G-c\left(F'-\frac{\kappa}{r}F\right)&=E_Z\,G .\label{r2}
\end{align}
The minus sign before $c$ in \eqref{r2} is the product of the factor $i$ in $\chi$ and the factor $i$ in \eqref{sp}.

For $1s_{1/2}$, $\kappa=-1$. Try $G=r^\gamma e^{-\zeta r}$ and $F=bG$, and compare the coefficients of $1/r$ and of the constant:
\begin{align}
bZ&=-c(1-\gamma), & 2c^2b&=-c\zeta,\label{a1}\\
Z&=-cb(1+\gamma), & E_Z&=cb\zeta .\label{a2}
\end{align}
The left-hand equations give $b=-c(1-\gamma)/Z$ and $b=-Z/[c(1+\gamma)]$. They agree if $1-\gamma^2=Z^2/c^2$, so $\gamma=\sqrt{1-Z^2/c^2}$. Multiplying the two expressions gives $b^2=(1-\gamma)/(1+\gamma)$. The right-hand equations give $\zeta=-2cb$ and
\begin{equation}
E_Z=-2c^2b^2=-2c^2\,\frac{1-\gamma}{1+\gamma}.
\label{ez1s}
\end{equation}
Because $F=bG$, the mean is $M=b^2$, and $N=1+b^2=2/(1+\gamma)$. Hence
\begin{equation}
\frac{E_Z}{N}=-c^2(1-\gamma).
\label{s1s}
\end{equation}

The Dirac equation differs from \eqref{r1}--\eqref{r2} in one place: $2c^2$ is replaced by $2c^2+E_D$. The left-hand equations, and so $b$, are unchanged. The right-hand ones become $(2c^2+E_D)b=-c\zeta$ and $E_D=cb\zeta$. Eliminating $\zeta$ gives $E_D=-b^2(2c^2+E_D)$, or
\begin{equation}
E_D=-\frac{2c^2b^2}{1+b^2}=\frac{E_Z}{1+b^2}.
\end{equation}
For this state the division by $N$ supplies the denominator that ZORA lacks.

\section{Where the scale factor comes from}

For any potential, the Dirac equation reads
\begin{align}
V\varphi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi&=E\varphi,\\
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi+(V-2c^2)\chi&=E\chi .
\end{align}
The second line gives $\chi=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi/(2c^2+E-V)$, and the first becomes
\begin{equation}
\left[V+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p\right]\varphi=E\varphi .
\label{dirac}
\end{equation}
With $D=2c^2-V$, the kernel satisfies the identity
\begin{equation}
\frac{c^2}{D+E}=\frac{c^2}{D}-\frac{Ec^2}{D^2}+\frac{E^2c^2}{D^2(D+E)} .
\label{exp}
\end{equation}
ZORA keeps the first term. If the second is added and its mean is taken in the ZORA state, then $E\simeq E_Z-EM$, which gives $E\simeq E_Z/(1+M)$. What is dropped, namely the last term of \eqref{exp} and the response of the orbital, starts at second order in $E$. For a general potential, scaled ZORA is therefore an approximation. For $V=-Z/r$ the dropped contributions cancel in every bound state, as the next two sections show.

\section{Dilation connects the two eigenvalues}

A Dirac bound state means here an eigenvalue in the gap, $-2c^2<E_D<0$; a ZORA bound state has $E_Z<0$. Near the nucleus the terms in $1/r$ dominate. With $G=g\,r^s$ and $F=f\,r^s$ they give, in both theories,
\begin{equation}
Zf=c(s+\kappa)g,\qquad -Zg=c(s-\kappa)f .
\end{equation}
The product of these equations yields $-Z^2=c^2(s^2-\kappa^2)$, so $s=\pm\gamma$ with
\begin{equation}
\gamma=\sqrt{\kappa^2-Z^2/c^2}.
\end{equation}
The bound states are those with $s=+\gamma$. For $\gamma<1/2$, which for $|\kappa|=1$ means $Z>\tfrac{\sqrt3}{2}c\approx118.7$, the other solution is also square-integrable at the origin. There the choice $s=+\gamma$ is a separate condition, and it must be imposed in both calculations.

Consider the family of operators
\begin{equation}
H(\lambda)=V+\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2\lambda-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p,\qquad\lambda>0 .
\label{family}
\end{equation}
ZORA is $\lambda=1$, and \eqref{dirac} is $\lambda=1+E_D/2c^2$. Let $\varphi$ solve \eqref{zora}, and put $\varphi_\lambda(\mathbf r)=\varphi(\lambda\mathbf r)$. In the variable $\mathbf r'=\lambda\mathbf r$ one has $\mathbf p=\lambda\mathbf p'$ and $V(r)=-Z\lambda/r'=\lambda V(r')$. Therefore
\begin{align}
H(\lambda)\varphi_\lambda
&=\left[\lambda V(r')+\lambda\,\boldsymbol\sigma\!\cdot\!\mathbf p'\,
\frac{c^2}{2c^2\lambda-\lambda V(r')}\,\lambda\,\boldsymbol\sigma\!\cdot\!\mathbf p'\right]\varphi(\mathbf r')\nonumber\\
&=\lambda\left[V(r')+\boldsymbol\sigma\!\cdot\!\mathbf p'\,\frac{c^2}{2c^2-V(r')}\,\boldsymbol\sigma\!\cdot\!\mathbf p'\right]\varphi(\mathbf r')
=\lambda E_Z\,\varphi_\lambda .
\label{dil}
\end{align}
Two factors $\lambda$ come from the momenta and one is lost to the denominator. The Coulomb form was needed to make the potential scale by the same single factor.

The function $\varphi_\lambda$ solves the Dirac problem if its eigenvalue $\lambda E_Z$ equals the energy $2c^2(\lambda-1)$ contained in the denominator. This condition is linear in $\lambda$:
\begin{equation}
\lambda=\frac{1}{1-E_Z/2c^2}.
\label{lambda}
\end{equation}
For $E_Z<0$ it lies between 0 and 1. The Dirac eigenvalue is then
\begin{equation}
E_D=\lambda E_Z=\frac{E_Z}{1-E_Z/2c^2}.
\label{map}
\end{equation}
Conversely, a Dirac bound state has $\lambda=1+E_D/2c^2>0$, and the inverse dilation turns it into a ZORA state with $E_Z=E_D/\lambda$. The correspondence is one to one. It keeps $\kappa$ and the behaviour $r^\gamma$. The derivative of \eqref{map} with respect to $E_Z$ is $\lambda^2>0$, so the order of the levels within each $\kappa$ is kept too, and the states have the same principal number $n$.

\section{The mean in the scale factor}

It remains to show that $N=1-E_Z/2c^2$. Take the scalar product of \eqref{dil} with $\varphi$, and subtract the product of \eqref{zora} with $\varphi_\lambda$:
\begin{equation}
\langle\varphi|H(\lambda)\varphi_\lambda\rangle-\langle H(1)\varphi|\varphi_\lambda\rangle
=(\lambda-1)E_Z\langle\varphi|\varphi_\lambda\rangle .
\end{equation}
The potential terms on the left cancel. In the kinetic terms, one $\boldsymbol\sigma\!\cdot\!\mathbf p$ is moved to the other side by partial integration. The surface terms are products of an upper and a lower radial function; they vanish as $r^{2\gamma}$ at the origin and exponentially at infinity. The difference of the kernels is
\begin{equation}
\frac{c^2}{2c^2\lambda-V}-\frac{c^2}{2c^2-V}
=-\frac{2c^2(\lambda-1)\,c^2}{(2c^2\lambda-V)(2c^2-V)} .
\end{equation}
After division by $\lambda-1\neq0$,
\begin{equation}
E_Z\langle\varphi|\varphi_\lambda\rangle=-2c^2\left\langle\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi\left|\frac{c^2}{(2c^2\lambda-V)(2c^2-V)}\right|\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi_\lambda\right\rangle .
\label{two}
\end{equation}

Now let $\lambda\to1$. The kernel in \eqref{two} is smaller than $c^2/V^2=c^2r^2/Z^2$ for every $\lambda>0$. By \eqref{sp} the two derivative factors contribute $r^{2\gamma-2}$ near the origin, so the radial integrand is bounded there by a multiple of $r^{2\gamma}$. At large $r$ it decays exponentially, uniformly for $\lambda$ near 1. The limit may be taken under the integral, and with \eqref{N} it gives
\begin{equation}
M=-\frac{E_Z}{2c^2}.
\label{M}
\end{equation}
Thus $N=1-E_Z/2c^2=1/\lambda$, and by \eqref{map}
\begin{equation}
\boxed{\;\frac{E_Z}{N}=E_D\;}
\label{main}
\end{equation}
for every bound state of a point nucleus with $0<Z<c$.

The size of the correction follows at once. Since $E_Z=NE_D$, the error of unscaled ZORA is
\begin{equation}
E_Z-E_D=ME_D=-\frac{E_ZE_D}{2c^2}.
\end{equation}
It is negative: ZORA binds too strongly. For $Z\ll c$ both energies approach $-Z^2/2n^2$, and the error approaches $-Z^4/(8n^4c^2)$. This is of order $c^{-2}$, like the leading relativistic correction itself. At the other end, $Z\to c$, the $1s$ formulas give $\gamma\to0$, $N\to2$, $E_D\to-c^2$ and $E_Z\to-2c^2$.

\section{The orbital is not corrected}

Scaling repairs the eigenvalue and leaves the function as it was. By \eqref{dil} the Dirac upper component is $\varphi_D(\mathbf r)\propto\varphi(\lambda\mathbf r)$ with $\lambda=1/N<1$. The ZORA orbital is the Dirac upper component contracted by the factor $\lambda$, and its mean radius is smaller by that factor. Expectation values that depend on the length scale keep this error: for $k>-(2\gamma+1)$, where the integral converges at the origin, $\langle r^k\rangle$ taken with the ZORA orbital is $\lambda^k$ times the value for the normalized Dirac upper component. Scale-free quantities, such as the ratio $M$ of the lower to the upper norm, are the same in both theories.

\section{Constant shifts of the potential}

Replace $V$ by $V+\Delta$ with a constant $\Delta<2c^2$. The Dirac energies move by $\Delta$. In ZORA the denominator becomes $2c^2-\Delta-V=2c^2\eta-V$, where $\eta=1-\Delta/2c^2>0$. The Hamiltonian is $\Delta+H(\eta)$, and \eqref{dil} gives
\begin{equation}
E_Z(\Delta)=\Delta+\eta E_Z,
\qquad
E_Z(\Delta)-\Delta=E_Z-\frac{\Delta}{2c^2}E_Z .
\label{shift}
\end{equation}
The last term is the gauge error of unscaled ZORA. The factor $N$ does not change: in the dilated state the two momenta in $M$ give $\eta^2$, and the squared denominator gives $\eta^{-2}$. Using $N=1-E_Z/2c^2$,
\begin{align}
\frac{E_Z(\Delta)}{N}-\Delta
&=\frac{\Delta+\eta E_Z-\Delta\,(1-E_Z/2c^2)}{N}\nonumber\\
&=\frac{(\eta+\Delta/2c^2)E_Z}{N}=\frac{E_Z}{N}=E_D .
\end{align}
In a program the shift must be subtracted after the division. Subtracting it first gives $\eta E_Z/N=\eta E_D$, which depends on $\Delta$.

\section{Numerical procedure}

Multiply \eqref{r2} by a basis function $B_i$ and integrate by parts. This gives a generalized eigenvalue problem with the matrices
\begin{align}
H_{ij}&=\int_0^\infty\left[\frac{c^2}{2c^2-V}D_iD_j+V B_iB_j\right]dr,\\
S_{ij}&=\int_0^\infty B_iB_j\,dr,\qquad D_i=B_i'+\frac{\kappa}{r}B_i .
\end{align}
The functions $B_k=r^\gamma e^{-\alpha r}L_k^{(2\gamma)}(2\alpha r)$, with generalized Laguerre polynomials, have the required behaviour at the origin. For an eigenvector with $G=\sum_kv_kB_k$, the lower function $F$ follows from \eqref{r1}, and
\begin{equation}
N=1+\frac{\int_0^\infty F^2\,dr}{\int_0^\infty G^2\,dr}.
\end{equation}
For the Dirac energy, replace $2c^2$ by $2c^2+E$ in $H_{ij}$ and find the $E$ at which the eigenvalue of the same order in the $\kappa$ channel equals $E$.

The table was computed in this way with 24 functions, $\alpha=1.2\,Z/n$, and the trapezoidal rule in $\ln r$. Energies are in hartree.

\begin{center}
\begin{tabular}{rlrrrr}
$Z$ & state & $E_Z$ & $N$ & $E_Z/N$ & $E_D$\\ \hline
80 & $1s_{1/2}$ & $-3898.869$ & $1.10381$ & $-3532.192$ & $-3532.192$\\
80 & $2s_{1/2}$ & $-927.186$ & $1.02469$ & $-904.848$ & $-904.848$\\
80 & $2p_{1/2}$ & $-927.186$ & $1.02469$ & $-904.848$ & $-904.848$\\
80 & $2p_{3/2}$ & $-836.011$ & $1.02226$ & $-817.807$ & $-817.807$\\
120 & $1s_{1/2}$ & $-13097.125$ & $1.34872$ & $-9710.783$ & $-9710.783$
\end{tabular}
\end{center}

The $2s_{1/2}$ and $2p_{1/2}$ levels coincide in ZORA because they coincide in the Dirac theory and \eqref{map} depends on the energy alone.

\section{The lowest state at $Z=80$ by hand}

With $c=137.035999$, $2c^2=37557.730$ hartree and $\gamma=\sqrt{1-(80/c)^2}=0.811906$. Then
\begin{align}
M&=\frac{1-\gamma}{1+\gamma}=\frac{0.188094}{1.811906}=0.103810,\\
E_Z&=-37557.730\times0.103810=-3898.87\ \text{hartree},\\
\frac{E_Z}{N}&=-\frac{3898.87}{1.103810}=-3532.19\ \text{hartree}.
\end{align}
The Dirac value $-c^2(1-\gamma)=-18778.865\times0.188094$ is also $-3532.19$ hartree, or $-96116$ eV. Unscaled ZORA gives $-106094$ eV, an overbinding of $10.4\%$ relative to Dirac.

For $G=r^\gamma e^{-\zeta r}$ the mean radius is $(2\gamma+1)/2\zeta$. In ZORA $\zeta=-2cb=2Z/(1+\gamma)=88.305$, and the radius is $2.623812/176.610=0.014857$ bohr. In the Dirac case $\zeta=-(2c^2+E_D)b/c=Z$, and the upper component has $2.623812/160=0.016399$ bohr. The ratio is $\lambda=1/N=0.90595$.

A shift $\Delta=1000$ hartree, subtracted afterwards, moves the unscaled energy by $1000\times0.103810=103.81$ hartree, to $-3795.06$ hartree. The scaled energy stays at $-3532.19$ hartree.

\section{Where the equality fails}

The proof needs $V(r)=\lambda V(\lambda r)$. A nucleus of finite size, a second nucleus or the mean field of other electrons spoils this relation. A simple example is the screened potential $V=-Ze^{-\mu r}/r$: in the variable $\mathbf r'=\lambda\mathbf r$ the screening constant is $\mu/\lambda$, so \eqref{dil} connects $H(\lambda)$ with screening $\mu$ to ZORA with screening $\mu/\lambda$, and no longer two states of one potential.

For $Z=80$, $\mu=10$ bohr$^{-1}$ and $1s_{1/2}$, the procedure above, with 30 basis functions, gives $-3078.670$ hartree for ZORA, $-2793.199$ for scaled ZORA and $-2793.513$ for Dirac. Scaling reduces the error from $-285.156$ to $+0.315$ hartree but does not remove it. Gauge dependence returns as well: with $\Delta=1000$ hartree the scaled energy, after subtraction of the shift, is $-2793.377$ hartree, and its error is $0.137$ hartree.

The decrease agrees roughly with \eqref{exp}. With the shift, the energy in the denominator is $E_D+\Delta$, and the dropped terms start at its square. If their coefficient did not depend on $\Delta$, the error would fall by the factor $(1793.5/2793.5)^2=0.41$; the computed factor is $0.137/0.315=0.43$. For the bare Coulomb potential the error is zero at every allowed shift.
